\section*{Elastic and optical-phonon scattering in a single-mode quantum wire}

\section{Elastic backscattering and optical-phonon emission in a single-mode wire}

\subsection{One electron, one static obstacle}

An electron moves along a line with wave number $k>0$ and energy $E=k^2/2m$, and meets a static potential. Its energy is conserved, so its final wave number $k'$ satisfies $k'^2=k^2$. It leaves with $k'=k$, which changes nothing in the occupation of states, or with $k'=-k$, which reverses its velocity. There is no small deflection. To lose any momentum, the electron must lose $2k$, and in first order of perturbation theory the potential must supply that Fourier component. At the Fermi level the transfer is $2k_F$.

Whether this suppresses elastic scattering depends on the potential. A smooth potential has a tiny component at $2k_F$, and if it is also weak compared with the electron's energy, the electron runs almost freely. A short-range potential has nearly equal components at all relevant wave numbers, and it reflects without any such reduction.

\subsection{The elastic rate}

Atomic units are used in the algebra. The band is parabolic with mass $m$, energies start at the subband bottom, and $v=k/m$. In numbers, a rate is quoted as the energy $\hbar/\tau$.

Let identical, uncorrelated scatterers have density $n$ per length, and let $V(q)=\int dz\,e^{-iqz}V(z)$ for one of them. In a wire of length $L$, the matrix element of one scatterer is $V(k-k')/L$ times a position-dependent phase. For $k'\ne k$ the phases average out between scatterers, and the mean square for all $nL$ of them is $n|V(k-k')|^2/L$. The golden rule, with $\sum_{k'}\to L\int dk'/2\pi$, gives
\begin{equation}
\frac1\tau=n\int dk'\,|V(k-k')|^2\left(1-\frac{k'}{k}\right)\delta(E_{k'}-E_k).
\end{equation}
The delta function has two roots, each with slope $|dE_{k'}/dk'|=v$:
\begin{equation}
\delta(E_{k'}-E_k)=\frac1v\left[\delta(k'-k)+\delta(k'+k)\right].
\end{equation}
The weight $1-k'/k$ is 0 at the first root and 2 at the second. Hence
\begin{equation}
\frac1\tau=\frac{2n}{v}|V(2k)|^2 .
\label{eq:elastic}
\end{equation}
The factor 2 has a direct meaning. If $w=n|V(2k)|^2/v$ is the reversal rate, the occupations obey $\dot f_k=w(f_{-k}-f_k)$ and $\dot f_{-k}=w(f_k-f_{-k})$, so the current-carrying difference $f_k-f_{-k}$ decays at the rate $2w$.

An electron passes $nv$ scatterers per unit time. If each reflects with probability $R$, then $w=nvR$, and therefore
\begin{equation}
R=\frac{|V(2k)|^2}{v^2}
\end{equation}
in the Born approximation. A numerical solution of the wave equation with 0.02 of a unit charge, using the geometric mean over the two signs, agrees with this to better than 0.1\%.

\subsection{Why remote charges hardly reflect}

Let the transverse density be $e^{-r^2/a^2}/(\pi a^2)$, the ground state of harmonic confinement with subband spacing $1/(ma^2)$. A unit charge sits at distance $d$ from the axis in a uniform dielectric of constant $\varepsilon_0$. At a point a distance $\rho$ from the charge, measured across the wire, its potential has the transform
\begin{equation}
\int dz\,\frac{e^{-iqz}}{\varepsilon_0\sqrt{z^2+\rho^2}}=\frac{2}{\varepsilon_0}K_0(|q|\rho).
\end{equation}
This function solves $\nabla_\perp^2K_0=q^2K_0$ away from the charge, so its average over a circle of radius $r<d$ about the axis is $I_0(qr)K_0(qd)$. The average over the mode follows from the series of $I_0$ and $\langle r^{2j}\rangle=j!\,a^{2j}$:
\begin{equation}
\langle I_0(qr)\rangle=\sum_j\frac{(q/2)^{2j}}{(j!)^2}\,j!\,a^{2j}=e^{q^2a^2/4}.
\end{equation}
The density beyond $r=d$, a fraction $e^{-d^2/a^2}$, has been treated as if it were inside. A metal gate at distance $h$, beyond the charge, adds an opposite image at $D=2h-d$:
\begin{equation}
V(q)=\frac{2}{\varepsilon_0}e^{q^2a^2/4}\left[K_0(qd)-K_0(qD)\right].
\label{eq:V}
\end{equation}
For small argument $K_0(x)\simeq-\ln(x/2)-\gamma$, where $\gamma$ is Euler's constant, so $V(0)=(2/\varepsilon_0)\ln(D/d)$. For large argument $K_0(x)\simeq\sqrt{\pi/2x}\,e^{-x}$, so $V(2k)$ falls as $e^{-2kd}$. The potential varies over the length $d$ and contains little at much shorter wavelengths.

Take $m=0.07$, $a=40$~\AA, $k_F=0.02$~\AA$^{-1}$, $\varepsilon_0=12$, $d=150$~\AA\ and $h=1000$~\AA. These are round model parameters. Then $2k_Fd=6$, $V(0)=6.03$~eV\,\AA\ and $V(2k_F)=0.005662$~eV\,\AA. With $E_F=0.02177$~eV, $\hbar v=2E_F/k_F=2.177$~eV\,\AA, and
\begin{equation}
R=\left(\frac{0.005662}{2.177}\right)^2\simeq6.8\times10^{-6}.
\end{equation}
A short-range potential of the same area $V(0)$ reflects about $10^6$ times more strongly when both are weak. Its rate, $2nm|V(0)|^2/k$, even grows towards small $k$, until $R$ is no longer small and the Born approximation fails.

\subsection{The same charges facing a wire and a plane}

For a sheet of remote charges with density $N$ per area, the contributions of all lateral offsets $y$ add:
\begin{equation}
\frac1\tau=\frac{2N}{v}\int_{-\infty}^{\infty}dy\,|V(2k,y)|^2,
\end{equation}
where $d$ and $D$ in Eq.~\eqref{eq:V} become $\sqrt{d^2+y^2}$ and $\sqrt{D^2+y^2}$. For $q=2k$ and $qd\gg1$, drop the image and use $\sqrt{d^2+y^2}\simeq d+y^2/2d$ in the exponent:
\begin{equation}
\int dy\,K_0^2\simeq\frac{\pi}{2qd}e^{-2qd}\int dy\,e^{-qy^2/d}
=\frac{\pi}{2qd}\sqrt{\frac{\pi d}{q}}\;e^{-2qd}.
\end{equation}
The rate thus falls as $d^{-1/2}e^{-4kd}$. Doubling $d$ from 150~\AA\ should multiply it by $e^{-12}/\sqrt2=4.3\times10^{-6}$; the full integral gives $4.4\times10^{-6}$.

An electron in a plane can instead turn through any angle $\theta$, with $q=2k\sin(\theta/2)$. Its density across the plane is taken as $e^{-x^2/a^2}/(\sqrt\pi\,a)$. At height $s$ from a charge, the in-plane transform of the potential is $(2\pi/\varepsilon_0q)e^{-qs}$, and averaging $e^{-q(d-x)}$ over this density gives $e^{-qd}e^{q^2a^2/4}$, and likewise for the image. Since $d^2k'=m\,dE'\,d\theta$,
\begin{equation}
\frac1{\tau_{\rm 2D}}=\frac{Nm}{\pi}\int_0^\pi d\theta\,|V_{\rm 2D}(q)|^2(1-\cos\theta),
\end{equation}
\begin{equation}
V_{\rm 2D}(q)=\frac{2\pi}{\varepsilon_0q}e^{q^2a^2/4}\left(e^{-qd}-e^{-qD}\right).
\end{equation}
When $kd\gg1$, small $q$ dominates. There $1-\cos\theta=q^2/2k^2$, $d\theta\simeq dq/k$ and the thickness factor is close to 1, so
\begin{align}
\frac1{\tau_{\rm 2D}}&\simeq\frac{2\pi Nm}{\varepsilon_0^2k^3}\int_0^\infty dq\left(e^{-qd}-e^{-qD}\right)^2\\
&=\frac{2\pi Nm}{\varepsilon_0^2k^3}\left[\frac1{2d}+\frac1{2D}-\frac2{d+D}\right].
\end{align}
The exponential is gone. With the gate fixed, doubling $d$ changes the bracket by a factor 0.37; the full angular integral gives 0.36.

For $N=10^{-4}$~\AA$^{-2}$, the Born rates are $3.2\times10^{-7}$~eV ($4.8\times10^8$~s$^{-1}$) in the wire and $2.8\times10^{-3}$~eV in the plane, a ratio of about 8800. Thomas--Fermi screening by carriers in the plane, treated as a thin layer with spin degeneracy 2, divides $V_{\rm 2D}$ by $1+(2m/\varepsilon_0q)(1-e^{-2qh})$. It lowers the plane rate to $9.1\times10^{-5}$~eV, still about 290 times the wire rate. Carrier screening in the wire is omitted.

These wire rates, and the ratios formed from them, are formal Born values for independent scatterers, and they fail here in two ways. First, the Born approximation is not accurate for a single full charge with these parameters. At full charge the single-mode wave equation gives $R=1.2\times10^{-4}$ for repulsion and $6.6\times10^{-7}$ for attraction, a factor 17 above and a factor 10 below the Born value. Virtual transitions to higher subbands shift these to about $1.0\times10^{-4}$ and $9\times10^{-7}$. Adding the single-mode reflections of attractive charges one by one gives $3.0\times10^{-8}$~eV, a tenth of the Born result. Second, at this density the charges do not act one by one. Their mean spacing, 100~\AA, is less than $d$, and for $a\to0$ the variance of their summed unscreened potential is
\begin{equation}
N\int\frac{d^2q}{(2\pi)^2}|V_{\rm 2D}(q)|^2=\frac{2\pi N}{\varepsilon_0^2}\ln\frac{(d+D)^2}{4dD}.
\end{equation}
The root-mean-square fluctuation is 0.034~eV, larger than $E_F=0.022$~eV. Smooth barriers higher than $E_F$ then form along the unscreened wire and reflect almost completely, however small $V(2k_F)$ is. Static linear screening by the wire's own carriers, in the random-phase approximation, divides the long-wavelength part by about 3.7 and lowers the fluctuation to about 0.011~eV, still half of $E_F$. The exponential suppression describes the wire only when this fluctuation is well below $E_F$. The unscreened fluctuation scales as $\sqrt N$ and is 0.0034~eV at $N=10^{-6}$~\AA$^{-2}$. Even there the Born rate is not accurate for full charges, because the error of the Born approximation for each single charge remains.

\subsection{Emission of an optical phonon}

Consider now an almost empty wire at zero temperature, with bulk polar phonons of fixed energy $\omega$. The squared Fröhlich matrix element in a volume $\Omega$ is $2\pi\omega\beta/(\Omega Q^2)$, where $\beta=1/\varepsilon_\infty-1/\varepsilon_0$ and $Q$ is the full phonon wave number. The mode contributes the factor $e^{-Q_\perp^2a^2/2}$. Summing over $Q_\perp$, multiplying by $L$, and setting $s=Q_\perp^2$ so that $d^2Q_\perp\to\pi\,ds$, one finds
\begin{align}
g(q)&=2\pi\omega\beta\int\frac{d^2Q_\perp}{(2\pi)^2}\frac{e^{-Q_\perp^2a^2/2}}{q^2+Q_\perp^2}
=\frac{\omega\beta}{2}\int_0^\infty ds\,\frac{e^{-sa^2/2}}{s+q^2}\\
&=\frac{\omega\beta}{2}e^xE_1(x),\qquad x=\frac{q^2a^2}{2}.
\end{align}
The last step substitutes $t=(s+q^2)a^2/2$ and uses $E_1(x)=\int_x^\infty dt\,e^{-t}/t$. The golden rule then gives
\begin{align}
W&=\int dk'\,g(k-k')\,\delta\!\left(E-\omega-\frac{k'^2}{2m}\right)\\
&=\frac{m}{k'}\left[g(k-k')+g(k+k')\right],\quad k'=\sqrt{2m(E-\omega)}.
\label{eq:W}
\end{align}
In the second line $k'$ denotes the positive root. As $E\to\omega$, $k'\to0$ and both transfers tend to $k_0=\sqrt{2m\omega}$. The coupling $g(k_0)$ is finite, so
\begin{equation}
W\simeq\frac{2m\,g(k_0)}{\sqrt{2m(E-\omega)}}=g(k_0)\sqrt{\frac{2m}{E-\omega}}.
\label{eq:threshold}
\end{equation}
The electron is left almost at rest, where the one-dimensional density of states $m/k'$ diverges. In a plane, $k'dk'$ replaces $dk'$ and cancels the $1/k'$, which leaves a step.

With $\omega=0.04$~eV and $\varepsilon_\infty=10$, Eq.~\eqref{eq:W} gives 0.0174~eV at an excess $E-\omega=0.001$~eV, against 0.0173~eV from Eq.~\eqref{eq:threshold}. At 0.016~eV the values are 0.0050~eV ($7.6\times10^{12}$~s$^{-1}$) and 0.0043~eV. The dimension of $g$ is energy squared times length; here $g(k_0)=4.0\times10^{-3}$~eV$^2$\,\AA.

\subsection{What limits the divergence}

A rate larger than the excess energy contradicts the sharp energy conservation used to obtain it. Near threshold, replace $g$ by $g(k_0)$ and keep states with at most one phonon. With $p=\sqrt{2m(z-\omega)}$ and ${\rm Im}\,p>0$, the self-energy is
\begin{equation}
\Sigma(z)=\frac{m g(k_0)}{\pi}\int_{-\infty}^{\infty}\frac{dk'}{p^2-k'^2}
=-\frac{i m g(k_0)}{p}=-\frac{iC}{\sqrt{z-\omega}},
\end{equation}
where $C=g(k_0)\sqrt{m/2}$. Above threshold $-2\,{\rm Im}\,\Sigma$ reproduces Eq.~\eqref{eq:threshold}. For a bare level at $\omega$, the condition $z-\omega=\Sigma(z)$ becomes, with $u=z-\omega$,
\begin{equation}
u^{3/2}=-iC .
\end{equation}
One solution is $u=-C^{2/3}$, where $\sqrt u=iC^{1/3}$: a bound level below threshold. There $\Sigma'=iC/(2u^{3/2})=-1/2$, so its bare-electron weight is $1/(1-\Sigma')=2/3$. Continuing the square root from positive $u$ into the lower half-plane gives a decaying solution, $u=C^{2/3}e^{-i\pi/3}$, of width $-2\,{\rm Im}\,u=\sqrt3\,C^{2/3}$. Both are finite.

Equation~\eqref{eq:threshold} reads $W=2C/\sqrt{E-\omega}$. The value at 0.001~eV gives $C=\tfrac12(0.01725)\sqrt{0.001}=2.73\times10^{-4}$~eV$^{3/2}$ and $C^{2/3}=0.0042$~eV. Diagonalization of this constant-$g$ one-phonon model confirms the binding and the weight $2/3$ within 1\%; keeping the full $g(k_0-k')$ raises them to 0.0048~eV and 0.69. The width is 0.0073~eV. Ordinary polaron shifts and states with more phonons are left out, so these energies set a scale. At an excess of 0.004~eV the golden-rule rate, 0.0090~eV, exceeds the excess and should not be used. At 0.016~eV it is about a third of the excess and serves as an estimate.

Occupation removes the divergence in another way. In a degenerate wire at zero temperature the states below $k_F$ are full, so emission requires $k'>k_F$. It starts at $E=\omega+E_F=0.0618$~eV, below the subband spacing of 0.068~eV, where the coupling $g$ of the empty wire gives the finite rate 0.0045~eV. This number omits screening by the carriers, which can change it strongly. At onset the smaller transfer is $q=k-k_F$, and energy conservation makes $\omega$ equal to $k_Fq/m+q^2/2m$, the highest energy at which the carriers can form an electron--hole pair with that $q$. The larger transfer, $q=k+k_F$, gives $\omega=q^2/2m-k_Fq/m$, the lowest such energy. The response of the carriers is large at both edges. Elastic transport at $2k_F$ and the threshold divergence therefore belong to different fillings of the wire.

\subsection{Consequences for design and modelling}

\begin{itemize}
\item Increase $k_Fd$ to weaken scattering by remote charges, but keep $E_F$ below the second subband. Once that subband is occupied, an electron can pass from $k_1$ to $k_2<k_1$ with transfer $k_1-k_2$, which is less than $2k_1$. The effect of temperature depends on how fast energy is exchanged. With elastic scattering alone, each energy conducts in parallel, slow electrons simply carry little current, and the Born resistivity falls on heating. If inelastic processes instead keep the carriers in a drifting Fermi distribution, the momentum lost by strongly reflected electrons near the band bottom is taken from all of them. Their weight, roughly $e^{-E_F/k_BT}$, must then stay well below $e^{-4k_Fd}$. This requires $k_BT$ well below $E_F/(4k_Fd)$, which is 0.0018~eV, or 21~K, for the parameters above.
\item Treat short-range disorder separately. Moving the dopants away does not reduce it, and a small density of it can outweigh all the remote charges.
\item Use Eq.~\eqref{eq:elastic} for lengths with $nRL\ll1$. It adds probabilities and omits interference between successive reflections. It treats the electrons as independent; their repulsion, which is not weak for the parameters above, makes backscattering at $2k_F$ in a single-mode wire grow on cooling. It also requires the fluctuation of the summed potential of all charges to be small compared with $E_F$, and the Born approximation to hold for each scatterer. If only the last condition fails, use $1/\tau=2nvR$ with $R$ from the wave equation.
\item In a transport simulation, include the final-state occupation in the emission rate and, in a filled wire, the screening by carriers. Where the band bottom is empty, do not cap the divergence at an arbitrary grid energy: within a few $C^{2/3}$ of threshold, replace the golden rule by a calculation that treats the electron and the phonon together.
\end{itemize}

\section*{Values computed for the example and the checks}
\begin{verbatim}
mass: 0.07 electron masses
mode radius a: 40 angstrom
Fermi wave number: 0.02 1/angstrom
static dielectric constant: 12
high-frequency dielectric constant: 10
phonon energy: 0.04 eV
charge-wire distance d: 150 angstrom
gate distance h: 1000 angstrom
image distance D: 1850 angstrom
sheet density of charges: 0.0001 1/angstrom^2
Fermi energy: 0.02177 eV
subband spacing: 0.06804 eV
Fermi velocity: 0.1512 atomic units
backward transfer 2kF: 0.04 1/angstrom
2 kF d: 6
forward coupling V(0): 6.029 eV angstrom
backward coupling V(2kF): 0.005662 eV angstrom
ratio |V(2kF)/V(0)|^2: 8.818e-07
forward phase V(0)/v: 2.769
reflection, Born: 6.763e-06
weak-charge reflection over Born: 0.9998
reflection, repulsive full charge: 0.0001152
reflection, attractive full charge: 6.568e-07
short-range over remote reflection, equal area: 1.113e+06
wire rate, Born: 3.169e-07 eV
wire rate, attractive, wave equation: 3.039e-08 eV
plane rate, bare: 0.002799 eV
plane rate, screened: 9.139e-05 eV
plane bare over wire Born: 8834
plane screened over wire Born: 288.4
wire rate, Born, converted: 4.814e+08 1/s
wire rate factor when d doubles: 4.444e-06
asymptotic law for that factor: 4.345e-06
bare plane factor when d doubles: 0.3603
screened plane factor when d doubles: 0.1469
threshold wave number k0: 0.02711 1/angstrom
phonon coupling g(k0): 0.0001479 eV angstrom
emission rate at excess 0.001 eV: 0.01744 eV
threshold law at excess 0.001 eV: 0.01725 eV
emission rate at excess 0.004 eV: 0.009007 eV
threshold law at excess 0.004 eV: 0.008623 eV
emission rate at excess 0.016 eV: 0.005002 eV
threshold law at excess 0.016 eV: 0.004311 eV
emission rate at 0.016 eV excess, converted: 7.599e+12 1/s
log slope of directly summed emission: -0.4987
Pauli-blocked onset energy: 0.06177 eV
emission rate at that onset: 0.004466 eV
cut-off energy C^(2/3): 0.004205 eV
bound level below threshold, diagonalized: 0.004193 eV
bare weight of bound level, diagonalized: 0.6657
width of decaying solution: 0.007283 eV
\end{verbatim}
